# White-Noise Tail States by the Optimal-Fluctuation Method, part 1

(Sections cited here and not found follow in the second part.)

## First half: the cheapest well in white noise

An electron of effective mass $m$ moves in $d$ dimensions in a random potential,

$$H=-\frac{\nabla^2}{2m}+V(\mathbf r),\qquad \langle V\rangle=0,\qquad \langle V(\mathbf r)V(\mathbf r')\rangle=\gamma\,\delta(\mathbf r-\mathbf r').$$

Hartree atomic units are used, so $\hbar=1$ and $m$ is in electron masses. The potential is Gaussian, and $\gamma$ has the dimension of energy squared times volume. Without disorder the band begins at zero energy. States at $E=-\varepsilon$, with $\varepsilon>0$, exist because the potential is attractive enough in some places. Let $\rho(-\varepsilon)$ be their density per unit volume and energy, and $N(-\varepsilon)$ the number of states per unit volume below $-\varepsilon$. The problem is to find how $\ln\rho$ depends on $\varepsilon$ deep in the tail, and where the answer ceases to hold.

In $d=2$ and $3$ white noise needs a short-distance smoothing, for a reason found in part (g). Until then, space is divided into small cells whenever a probability is needed, and the cells are shrunk at the end.

### (a) What makes the deep tail a weak-noise problem?

**Find the probability weight of a potential. Then measure energies in units of $\varepsilon$ and find the strength of the noise that remains.**

**Solution.** Divide space into cells of volume $a^d$. The delta function becomes $1/a^d$ within one cell, so the cell values $V_i$ are independent Gaussian variables of variance $\gamma/a^d$. Their joint weight is

$$\prod_i \exp\left(-\frac{a^dV_i^2}{2\gamma}\right)\;\longrightarrow\;\exp\left(-\frac1{2\gamma}\int V^2\,d^dr\right).$$

Now set $\mathbf r=\mathbf x/\sqrt{m\varepsilon}$ and $V=\varepsilon v$. Since $\nabla_r^2=m\varepsilon\nabla_x^2$,

$$H=\varepsilon\left(-\tfrac12\nabla_x^2+v\right).$$

The delta function transforms as $\delta(\mathbf r)=(m\varepsilon)^{d/2}\delta(\mathbf x)$, so

$$\langle v(\mathbf x)v(\mathbf x')\rangle=g\,\delta(\mathbf x-\mathbf x'),\qquad g=\gamma m^{d/2}\varepsilon^{d/2-2}.$$

A level at $-\varepsilon$ has become a level at $-1$, in noise of strength $g$. For $d<4$, $g$ falls as $\varepsilon$ grows, and the required level becomes a rare event in weak noise.

To see what weak noise implies, take a large box with a fixed number $n$ of cells. The probability $P$ that the ground energy lies below $-1$ is the integral of $e^{-F/g}$, with $F=\frac12\int v^2d^dx$, over all potentials that bind this deeply, divided by a normalization that is a power of $g$. As $g\to0$ the smallest $F$ in that region dominates:

$$\ln P=-\frac{F_{\min}}g+O(\ln g).$$

The mean number of levels below $-1$ is at least $P$ and at most $nP$, because there are at most $n$ levels and there are none unless the ground state qualifies. Its logarithm therefore has the same leading term. Differentiating with respect to energy to obtain $\rho$ changes the prefactor, not this term. Hence, to leading order,

$$-\ln\rho(-\varepsilon)\simeq S(\varepsilon),\qquad S(\varepsilon)=\min_V\frac1{2\gamma}\int V^2d^dr,$$

where the minimum is over potentials with a level at or below $-\varepsilon$. This is the optimal-fluctuation method. If the minimum stays finite and nonzero as the cells shrink, scaling gives $S\propto1/g$. That condition has to be examined.

### (b) How cheap can a binding potential be?

**Replace the minimum over potentials by a minimum over orbitals, and find the shape of the best potential for a given orbital.**

**Solution.** Suppose $V$ has a level at or below $-\varepsilon$. Its real, normalized ground orbital $\varphi$ satisfies

$$T+\int V\varphi^2\,d^dr\le-\varepsilon,\qquad T=\frac1{2m}\int|\nabla\varphi|^2d^dr.$$

Therefore $-\int V\varphi^2\ge\varepsilon+T>0$. The Cauchy–Schwarz inequality gives

$$(\varepsilon+T)^2\le\left(\int V\varphi^2\right)^2\le\int V^2\int\varphi^4,$$

and so

$$\frac1{2\gamma}\int V^2\ge J[\varphi],\qquad J[\varphi]=\frac{(\varepsilon+T)^2}{2\gamma Q},\qquad Q=\int\varphi^4d^dr.$$

The bound can be reached. For any normalized $\varphi$ choose

$$V=-\lambda\varphi^2,\qquad\lambda=\frac{\varepsilon+T}{Q}.$$

The mean energy in $\varphi$ is then $T-\lambda Q=-\varepsilon$, so by the variational principle the ground energy is no higher than $-\varepsilon$. The cost is $\lambda^2Q/(2\gamma)=J[\varphi]$. Every admissible potential costs at least some $J[\varphi]$, and every $J[\varphi]$ is the cost of an admissible potential. Consequently

$$S(\varepsilon)=\inf_\varphi\frac{(\varepsilon+T)^2}{2\gamma Q}.$$

The two factors express a competition. A compact orbital has a large $Q$ and makes efficient use of a small well, but its kinetic energy must be paid for by a deeper well.

### (c) How does the cost depend on depth and dimension?

**Minimize $J$ over the size of an orbital of fixed shape. Find the power of $\varepsilon$, and say what happens for $d\ge4$.**

**Solution.** Let $\varphi_b(\mathbf r)=b^{d/2}\varphi(b\mathbf r)$. It remains normalized. Each gradient supplies a factor $b$, so $T$ becomes $b^2T$. The fourth power supplies $b^{2d}$ and the volume element $b^{-d}$, so $Q$ becomes $b^dQ$. Thus

$$J(b)=\frac{(\varepsilon+b^2T)^2}{2\gamma b^dQ},\qquad
\frac{d\ln J}{d\ln b}=\frac{4b^2T}{\varepsilon+b^2T}-d.$$

For $d<4$, $J$ diverges as $b^{-d}$ for small $b$ and as $b^{4-d}$ for large $b$. The single stationary point is therefore the minimum:

$$b^2T=\frac{d}{4-d}\,\varepsilon,\qquad \varepsilon+b^2T=\frac{4\varepsilon}{4-d}.$$

Write $T=\tau/m$, where $\tau=\frac12\int|\nabla\varphi|^2$. From the first relation, $b^{-d}=[(4-d)\tau/(dm\varepsilon)]^{d/2}$. Substitution gives

$$J_{\min}=\frac{8\varepsilon^2}{(4-d)^2\gamma Q}\left[\frac{(4-d)\tau}{dm\varepsilon}\right]^{d/2}.$$

Minimizing over the shape as well yields

$$S(\varepsilon)=C_d\,\frac{\varepsilon^{2-d/2}}{\gamma m^{d/2}},\qquad
C_d=\frac8{(4-d)^2}\left(\frac{4-d}{d}\right)^{d/2}\inf_\varphi\frac{\tau^{d/2}}Q.$$

The logarithm of the density is thus negative, with a magnitude growing as $\varepsilon^{3/2}$, $\varepsilon$ and $\varepsilon^{1/2}$ in one, two and three dimensions. A larger mass or stronger disorder lowers the cost, because localization or attraction is then easier to obtain.

In $d=4$, $J(b)=(\varepsilon/b^2+T)^2/(2\gamma Q)$ decreases steadily towards $T^2/(2\gamma Q)$ as the orbital shrinks, and the limit does not contain $\varepsilon$. For a Gaussian orbital with density proportional to $e^{-r^2/(2s^2)}$ and width $s=0.001$, with $m=\gamma=1$, the cost is 19.739 for both $\varepsilon=1$ and $\varepsilon=2$. For $d>4$ the cost tends to zero as $b^{4-d}$. In $d=5$ a tenfold reduction of the width from 0.01 lowers it from 1.094 to 0.109. The best well then has no size of its own, and the smoothing of the noise controls the tail.

### (d) Is the coefficient really nonzero below four dimensions?

**Show that $\tau^{d/2}/Q$ has a positive lower bound for $d=1,2,3$.**

**Solution.** Let $\|\cdot\|$ be the square-integral norm, with $\|\varphi\|=1$. In one dimension, $\varphi^2(x)$ equals both $2\int_{-\infty}^x\varphi\varphi'$ and $-2\int_x^\infty\varphi\varphi'$. Half the sum of these expressions gives

$$\varphi^2(x)\le\int|\varphi\varphi'|\,dx\le\|\varphi'\|,$$

and hence $Q\le\|\varphi'\|\int\varphi^2=\sqrt{2\tau}$.

In two dimensions, apply the first inequality along each axis. It bounds $\varphi^2$ by a function of $y$ alone and also by a function of $x$ alone. Multiplying the two bounds and integrating,

$$Q\le\int|\varphi\,\partial_x\varphi|\,d^2r\int|\varphi\,\partial_y\varphi|\,d^2r
\le\|\partial_x\varphi\|\,\|\partial_y\varphi\|\le\tau.$$

The last step uses $pq\le(p^2+q^2)/2$.

In three dimensions, use the two-dimensional argument in each plane of constant $z$. Let $\nu(z)$ be the integral of $\varphi^2$ over the plane, and let $\|\cdot\|_z$ be the norm within it. Then

$$\int\varphi^4\,dx\,dy\le\nu(z)\,\|\partial_x\varphi\|_z\|\partial_y\varphi\|_z.$$

The one-dimensional inequality along $z$, integrated over $x$ and $y$, gives $\nu(z)\le\|\partial_z\varphi\|$. Integrating over $z$ and using Cauchy–Schwarz once more,

$$Q\le\|\partial_x\varphi\|\,\|\partial_y\varphi\|\,\|\partial_z\varphi\|\le\left(\frac{2\tau}3\right)^{3/2}.$$

The last step is the inequality between geometric and arithmetic means. All three results have the form $Q\le(2\tau/d)^{d/2}$, so $\tau^{d/2}/Q\ge(d/2)^{d/2}>0$. The coefficient cannot vanish. This establishes the power law for $S$ before the optimal shape is known.

### (e) What is the optimal well, and what are the coefficients?

**Derive the equation for the optimal orbital, solve it in one dimension, and obtain $C_d$ for $d=1,2,3$.**

**Solution.** Normalization need not be imposed separately if $J$ is written as

$$J=\frac{A^2}{2\gamma Q},\qquad A=\int\left(\frac{|\nabla\varphi|^2}{2m}+\varepsilon\varphi^2\right)d^dr,$$

because multiplying $\varphi$ by a constant leaves this ratio unchanged. A small change $\delta\varphi$ gives, after integration by parts,

$$\delta A=2\int\delta\varphi\left(-\frac{\nabla^2}{2m}+\varepsilon\right)\varphi,\qquad
\delta Q=4\int\varphi^3\,\delta\varphi.$$

Stationarity means $2\,\delta A/A=\delta Q/Q$, hence

$$\left(-\frac{\nabla^2}{2m}-\frac AQ\varphi^2\right)\varphi=-\varepsilon\varphi.$$

The orbital is bound by a well proportional to its own density, as part (b) requires. A nodeless solution is the ground state of that well. Define $\kappa=\sqrt{2m\varepsilon}$ and write $V=-\varepsilon f^2(\kappa\mathbf r)$, with $\varphi\propto f$. Since $\kappa^2/(2m)=\varepsilon$, every term contains the same factor $\varepsilon$, and

$$\nabla^2f-f+f^3=0.$$

The cost is

$$S=\frac{\varepsilon^2}{2\gamma\kappa^d}\int f^4
=\frac{\varepsilon^{2-d/2}}{\gamma m^{d/2}}\,2^{-1-d/2}\int f^4,
\qquad C_d=2^{-1-d/2}\int f^4.$$

In one dimension try $f=\sqrt2\,\mathrm{sech}\,x$. Then $f'=-f\tanh x$, and

$$f''=f\tanh^2x-f\,\mathrm{sech}^2x=f-2f\,\mathrm{sech}^2x=f-f^3,$$

as required. With $\int\mathrm{sech}^4x\,dx=4/3$ one has $\int f^4=16/3$ and $C_1=4\sqrt2/3\approx1.886$.

For $d=2$ and $3$ I take the optimum to be spherical and nodeless, and solve the radial equation by adjusting $f(0)$ until $f$ decays. Direct minimization of $J$ over radial orbitals on a grid gives the same coefficients within 0.1%.

| $d$ | $\int f^4$ | $C_d$ | $T/\varepsilon$ | peak depth$/\varepsilon$ |
|---|---|---|---|---|
| 1 | 5.333 | 1.886 | 0.333 | 2.00 |
| 2 | 23.40 | 5.850 | 1.000 | 4.87 |
| 3 | 75.59 | 13.36 | 3.000 | 18.81 |

The kinetic energies agree with $T=d\varepsilon/(4-d)$ from part (c). In three dimensions a state bound by $\varepsilon$ has kinetic energy $3\varepsilon$ and potential energy $-4\varepsilon$, in a well almost nineteen times as deep as the binding energy. It is therefore sensitive to any smoothing of the potential on the scale of the well's core.

Other shapes can be compared by changing their depth and rescaling them to the same binding energy. In $d=3$, the best sampled exponential, Gaussian and square wells have cost coefficients 13.43, 13.59 and 18.45. They exceed the optimum by 0.5%, 1.7% and 38%. Equality in part (b) requires $V\propto-\varphi^2$. A square well cannot meet this condition: it is constant inside, where the orbital density varies, and zero outside, where the density does not vanish.

## Second half: an independent solution, smoothing and the Urbach edge

The symbols carried over are the depth $\varepsilon$ below the clean band edge, the noise strength $\gamma$, the mass $m$, and $\kappa=\sqrt{2m\varepsilon}$. For a normalized orbital $\varphi$, $T$ is the kinetic energy and $Q=\int\varphi^4$. The first half found

$$S=\min_\varphi\frac{(\varepsilon+T)^2}{2\gamma Q}=C_d\frac{\varepsilon^{2-d/2}}{\gamma m^{d/2}},\qquad T=\frac{d}{4-d}\,\varepsilon,$$

with $C_1=4\sqrt2/3$, $C_2=5.850$ and $C_3=13.36$. The leading tail is $\rho\sim e^{-S}$, with a prefactor still undetermined.

### (f) Does one dimension confirm the exponent?

**Without using an optimal well, derive the integrated density $N(-\varepsilon)$ for $d=1$, $m=1$. Find its deep-tail limit and that of $\rho$.**

**Solution.** At energy $-\varepsilon$ the wave equation is $\psi''=(\kappa^2+2V)\psi$, with $\kappa^2=2\varepsilon$. The logarithmic derivative $z=\psi'/\psi$ obeys

$$z'=\frac{\psi''}{\psi}-z^2=-U'(z)+2V(x),\qquad U(z)=\frac{z^3}3-\kappa^2z.$$

This is the motion of an overdamped particle in the potential $U$, with $x$ as time. The noise $2V$ has covariance $4\gamma\delta(x-x')=2D\delta(x-x')$, so $D=2\gamma$. At a node of $\psi$, $z$ runs to $-\infty$ and re-enters at $+\infty$. In a long interval the number of nodes equals the number of states below the chosen energy, up to an end correction of order one. Therefore $N$ is the rate of these passages.

The stationary probability density $p(z)$ carries the current $-U'p-Dp'=-N$. The minus sign on the right records motion towards negative $z$. Thus

$$\left(p\,e^{U/D}\right)'=\frac ND e^{U/D},\qquad
p(z)=\frac ND\int_{-\infty}^z e^{[U(z')-U(z)]/D}\,dz'.$$

An added term proportional to $e^{-U/D}$ would diverge at $z\to-\infty$ and is excluded. Put $z'=z-u$ with $u>0$. Expanding the cube and completing the square,

$$\begin{aligned}
U(z-u)-U(z)&=-uz^2+u^2z-\frac{u^3}3+\kappa^2u\\
&=-u\left(z-\frac u2\right)^2-\frac{u^3}{12}+\kappa^2u.
\end{aligned}$$

The condition $\int p\,dz=1$ now contains a Gaussian integral over $z$, equal to $\sqrt{\pi D/u}$, and leaves

$$\frac1N=\sqrt{\frac\pi D}\int_0^\infty\frac{du}{\sqrt u}\,
\exp\left(\frac{\kappa^2u-u^3/12}{D}\right).$$

For large $\kappa$ the numerator $h(u)=\kappa^2u-u^3/12$ has its maximum where $\kappa^2=u^2/4$, that is at $u=2\kappa$. There $h=4\kappa^3/3$ and $h''=-\kappa$. The Gaussian integral about the maximum gives

$$\frac1N\simeq\sqrt{\frac\pi D}\,\frac1{\sqrt{2\kappa}}\sqrt{\frac{2\pi D}\kappa}\;e^{4\kappa^3/(3D)}
=\frac\pi\kappa\,e^{2\kappa^3/(3\gamma)}.$$

Since $\kappa^3=(2\varepsilon)^{3/2}$, the exponent is $(4\sqrt2/3)\varepsilon^{3/2}/\gamma$, which is $S$ with the same coefficient. The density is $\rho=-dN/d\varepsilon$. With $dS/d\varepsilon=2\kappa/\gamma$, the leading result is

$$\rho(-\varepsilon)\simeq\frac{2\kappa}{\gamma}\,N\simeq\frac{4\varepsilon}{\pi\gamma}\,e^{-S}.$$

For $\gamma=1$, the ratio of the density from the full integral to this asymptotic form is 0.859 at $\varepsilon=2$, 0.990 at 10 and 0.9997 at 100. These ratios test the exponent and the prefactor together: the asymptotic density is too large by about 16% at $\varepsilon=2$ and by about 1% at $\varepsilon=10$.

Random chains of total length $2\times10^6$ provide a count made directly from the Hamiltonian. At $\varepsilon=1$ they give $N=0.05675$, against 0.05668 from the integral. At $\varepsilon=2$ the values are 0.00296 and 0.00287. The latter difference is 3.3% of the integral's value, while independent counting of about 5900 levels would have an error of 1.3%. The numbers do not determine how much of the excess is chance and how much comes from the finite spacing and chain ends.

For white noise below four dimensions, the leading tail exponent and its coefficients have been found, and an independent solution in one dimension confirms the exponent and supplies the prefactor there. It remains to explain why two and three dimensions need smoothing, when smoothing produces an Urbach edge, and what the formulas give for a model three-dimensional potential.

Numbers in the example were calculated in double precision.
